# Electron–positron attraction and annihilation from the normal-ordered Dirac Hamiltonian: a program that tests the result

```python
"""
Electron-positron interaction from the normal-ordered Dirac Hamiltonian.
Result under test (atomic units, c = 1/alpha):
  <p'n'|V|pn> = -(p'p|nn') + (p'n'|np)   (attraction + annihilation),
and the one-photon annihilation term of a slow triplet pair is the contact
term 2 pi/c^2, of which the instantaneous Coulomb kernel gives only the
fraction cos^2(theta), theta = angle(total momentum K, polarization).
p: electron states, n: negative-energy states, rho = v^dagger u,
J = v^dagger alpha u, omega = total pair energy.
"""
import math
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

c = 1.0 / fine_structure
GHZ = physical_constants["hartree-hertz relationship"][0] / 1e9
rng = np.random.default_rng(4)

# ---------- 1. operator signs in an explicit Fock space ----------
# modes 0,1: electron states; modes 2,3: negative-energy states
lower = np.array([[0, 1], [0, 0]], complex)
parity = np.diag([1.0, -1.0]).astype(complex)


def mode_operator(i, n_modes=4):
    out = np.eye(1)
    for j in range(n_modes):
        factor = parity if j < i else lower if j == i else np.eye(2)
        out = np.kron(out, factor)
    return out


a = [mode_operator(i) for i in range(4)]
ad = [x.conj().T for x in a]
D = rng.normal(size=(5, 4, 4)) + 1j * rng.normal(size=(5, 4, 4))
D = D + D.conj().transpose(0, 2, 1)
g = np.einsum("mij,mkl->ijkl", D, D)          # (ij|kl)
V = np.zeros((16, 16), complex)
for i in range(4):
    for j in range(4):
        for k in range(4):
            for l in range(4):
                V += 0.5 * g[i, j, k, l] * ad[i] @ ad[k] @ a[l] @ a[j]
empty = np.zeros(16, complex)
empty[0] = 1
sea = ad[2] @ ad[3] @ empty


def element(bra, ket):
    return np.vdot(bra, V @ ket)


E_sea = element(sea, sea)
worst_sign = 0.0
for p1 in (0, 1):
    for n1 in (2, 3):
        for p in (0, 1):
            for n in (2, 3):
                m = element(ad[p1] @ a[n1] @ sea, ad[p] @ a[n] @ sea)
                if n1 == n:
                    m -= element(ad[p1] @ sea, ad[p] @ sea)
                if p1 == p:
                    m -= element(a[n1] @ sea, a[n] @ sea)
                if p1 == p and n1 == n:
                    m += E_sea
                formula = -g[p1, p, n, n1] + g[p1, n1, n, p]
                worst_sign = max(worst_sign, abs(m - formula))
assert worst_sign < 1e-10 * np.abs(g).max()
# two electrons, and two positrons, repel with the usual exchange term
for (i, j), op in (((0, 1), ad), ((2, 3), a)):
    both, one, two = op[i] @ op[j] @ sea, op[i] @ sea, op[j] @ sea
    m = element(both, both) - element(one, one) - element(two, two) + E_sea
    assert abs(m - (g[i, i, j, j] - g[i, j, j, i])) < 1e-9 * np.abs(g).max()

# ---------- 2. Dirac spinors and charge conjugation ----------
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in sig])
beta = np.diag([1, 1, -1, -1]).astype(complex)
conj_matrix = 1j * beta @ alpha[1]


def energy(p):
    return c * math.sqrt(c * c + float(np.dot(p, p)))


def electron_spinors(p):
    """Columns: the two spin states with momentum p."""
    E = energy(p)
    small = c * np.einsum("i,iab->ab", p, sig) / (E + c * c)
    return np.vstack([np.eye(2), small]) * math.sqrt((E + c * c) / (2 * E))


def negative_spinors(p):
    """Negative-energy states of momentum -p: positrons of momentum p."""
    return conj_matrix @ electron_spinors(p).conj()


def dirac_h(p):
    return c * np.einsum("i,iab->ab", p, alpha) + c * c * beta


p_test = c * np.array([0.3, -0.8, 0.5])
u, v = electron_spinors(p_test), negative_spinors(p_test)
assert np.allclose(dirac_h(p_test) @ u, energy(p_test) * u, atol=1e-8)
assert np.allclose(dirac_h(-p_test) @ v, -energy(p_test) * v, atol=1e-8)

# direct term for momentum transfer q between slow particles
q = np.array([0.0, 0.0, 1.0])
rest = np.zeros(3)
over_e = (electron_spinors(q).conj().T @ electron_spinors(rest))[0, 0]
over_p = (negative_spinors(rest).conj().T @ negative_spinors(-q))[0, 0]
direct = -4 * math.pi / np.dot(q, q) * (over_e * over_p).real
direct_loss = 1 + direct / (4 * math.pi)
assert direct < 0 and abs(direct_loss * 4 * c * c - 1) < 1e-3


# ---------- 3. annihilation amplitudes ----------
def transition(p1, p2, spin):
    """rho and J for a pair with spin matrix spin[electron, positron]."""
    uu, vv = electron_spinors(p1), negative_spinors(p2)
    rho = np.sum(spin * (vv.conj().T @ uu).T)
    J = np.array([np.sum(spin * (vv.conj().T @ m @ uu).T) for m in alpha])
    return rho, J


def amplitudes(K, omega, final, initial):
    """Coulomb, retarded transverse, covariant, instantaneous transverse."""
    (r1, J1), (r0, J0) = final, initial
    K2 = np.dot(K, K)
    rr, JJ = np.conj(r1) * r0, np.vdot(J1, J0)
    JT = JJ - np.conj(np.dot(K, J1)) * np.dot(K, J0) / K2
    prop = K2 - (omega / c) ** 2
    return 4 * math.pi * np.array([rr / K2, -JT / prop,
                                   (rr - JJ) / prop, -JT / K2])


# fast particles, different initial and final momenta, equal pair energy
K = c * np.array([0.4, -0.7, 1.1])
k0 = c * np.array([0.9, 0.2, -0.3])
omega = energy(K / 2 + k0) + energy(K / 2 - k0)
direction = np.array([0.36, 0.48, 0.8])
size = brentq(lambda x: energy(K / 2 + x * direction)
              + energy(K / 2 - x * direction) - omega, 0, 5 * c, xtol=1e-12)
k1 = size * direction
gauge_error = current_error = 0.0
largest = 0.0
units = [np.eye(4)[i].reshape(2, 2) for i in range(4)]
for s0 in units:
    t0 = transition(K / 2 + k0, K / 2 - k0, s0)
    current_error = max(current_error,
                        abs(c * np.dot(K, t0[1]) - omega * t0[0]) / omega)
    for s1 in units:
        t1 = transition(K / 2 + k1, K / 2 - k1, s1)
        A = amplitudes(K, omega, t1, t0)
        gauge_error = max(gauge_error, abs(A[0] + A[1] - A[2]))
        largest = max(largest, abs(A[2]))
assert current_error < 1e-11
assert largest > 0 and gauge_error < 1e-9 * largest
rho_rest = max(abs(transition(k0, -k0, s)[0]) for s in units)
assert rho_rest < 1e-12


# ---------- 4. time-ordered sum from exact diagonalization ----------
def pair_photon_coupling(w, W, strength, n_ph=7):
    """Coupling of two pair states of energy w through a photon of energy W."""
    x2, n2, i2 = np.array([[0, 1], [1, 0]]), np.diag([0, 1]), np.eye(2)
    b = np.diag(np.sqrt(np.arange(1, n_ph)), 1)
    iph = np.eye(n_ph)
    number = np.kron(n2, i2) + np.kron(i2, n2)
    flip = np.kron(x2, i2) + np.kron(i2, x2)
    H = (w * np.kron(number, iph) + W * np.kron(np.eye(4), b.T @ b)
         + strength * np.kron(flip, b + b.T))
    e, vec = np.linalg.eigh(H)
    ph0 = iph[0]
    even = np.kron(np.array([0, 1, 1, 0]) / math.sqrt(2), ph0)
    odd = np.kron(np.array([0, 1, -1, 0]) / math.sqrt(2), ph0)
    e_even = e[np.argmax(np.abs(even @ vec))]
    e_odd = e[np.argmax(np.abs(odd @ vec))]
    return (e_even - e_odd) / 2 / strength**2


coupling = {}
for w, W in ((2.0, 0.37), (0.3, 1.0)):
    coupling[w, W] = pair_photon_coupling(w, W, 0.003)
    expected = 2 * W / (w * w - W * W)
    assert abs(coupling[w, W] / expected - 1) < 1e-3
assert coupling[2.0, 0.37] > 0 > coupling[0.3, 1.0]

# ---------- 5. positronium ground state from the attraction -1/r ----------
lam, nb = 0.6, 7


def G(n):
    return math.factorial(n) / (2 * lam) ** (n + 1)


S, H = np.zeros((nb, nb)), np.zeros((nb, nb))
for i in range(1, nb + 1):
    for j in range(1, nb + 1):
        S[i-1, j-1] = G(i + j)
        kinetic = (i * j * G(i + j - 2) - lam * (i + j) * G(i + j - 1)
                   + lam**2 * G(i + j))
        H[i-1, j-1] = kinetic - G(i + j - 1)
scale = 1 / np.sqrt(np.diag(S))
e, vec = eigh(H * np.outer(scale, scale), S * np.outer(scale, scale))
E_ps = e[0]
density0 = (vec[0, 0] * scale[0]) ** 2 / (4 * math.pi)
assert abs(E_ps + 0.25) < 1e-8
assert abs(density0 * 8 * math.pi - 1) < 1e-4

# ---------- 6. triplet annihilation shift for a slowly moving pair ----------
K_size = 0.1
singlet = 1j * sig[1] / math.sqrt(2)
triplet_z = sig[2] @ (1j * sig[1]) / math.sqrt(2)


def shifts(cos_theta, spin):
    K = K_size * np.array([math.sqrt(1 - cos_theta**2), 0, cos_theta])
    t = transition(K / 2, K / 2, spin)
    return amplitudes(K, 2 * energy(K / 2), t, t).real * density0


full_expected = 1 / (4 * c * c)
angles = (0, 30, 60, 90)
table = {}
for deg in angles:
    ct = math.cos(math.radians(deg))
    row = shifts(ct, triplet_z)
    table[deg] = row
    assert abs(row[2] / full_expected - 1) < 1e-4
    assert abs(row[0] + row[1] - row[2]) < 1e-8 * full_expected
    assert abs(row[0] / full_expected - ct**2) < 1e-4
    assert abs(shifts(ct, singlet)[2]) < 1e-6 * full_expected
nodes, weights = np.polynomial.legendre.leggauss(8)
coulomb_mean = sum(w * shifts(x, triplet_z)[0]
                   for x, w in zip(nodes, weights)) / 2
full_shift = table[0][2]
assert abs(coulomb_mean / full_shift - 1 / 3) < 1e-5
J_triplet = transition(np.array([0, 0, K_size / 2]),
                       np.array([0, 0, K_size / 2]), triplet_z)[1]
J_squared = np.vdot(J_triplet, J_triplet).real
assert abs(J_squared - 2) < 1e-5
instant = table[90][3]
retard_factor = (2 * energy(np.array([K_size / 2, 0, 0])) / (c * K_size))**2
assert instant < 0
assert abs(instant / table[90][1] / (1 - retard_factor) - 1) < 1e-8
q_ratio = ((energy(q) - c * c) / c) ** 2 / np.dot(q, q)
K1_ratio = (2 * energy(q / 2) / c) ** 2 / np.dot(q, q)
assert q_ratio < 1e-3 and K1_ratio > 1e3

# ---------- 7. spurious long-range transfer of the pair centre ----------
width, distance = 1.0, 10.0
xk, wk = np.polynomial.legendre.leggauss(400)
kk, wk = 4.5 * (xk + 1), 4.5 * wk
mu, wm = np.polynomial.legendre.leggauss(200)
packet = (4 * math.pi * width**2) ** 1.5 * np.exp(-(width * kk) ** 2)
wave = np.cos(distance * np.outer(kk, mu))
radial = wk * kk**2 * packet / (4 * math.pi**2)
tail_coulomb = radial @ (wave @ (wm * mu**2))
tail_full = radial @ (wave @ wm)
tail_formula = -(4 * math.pi * width**2) ** 1.5 / (2 * math.pi * distance**3)
assert abs(tail_coulomb / tail_formula - 1) < 1e-6
assert abs(tail_full - math.exp(-distance**2 / (4 * width**2))) < 1e-12

# ---------- output ----------
print(f"speed of light c = {c:.6f} a.u.")
print(f"Fock-space check, largest sign-formula error = {worst_sign:.1e}")
print(f"direct amplitude at q = 1 a.u.: {direct:.6f} a.u.")
print(f"its relative loss against -4 pi/q^2 = {direct_loss:.3e}")
print(f"(omega/cq)^2, electron scattered from rest to q=1: {q_ratio:.3e}")
print(f"(omega/cK)^2, annihilation at K = 1 a.u.: {K1_ratio:.3e}")
print(f"fast pair: current conservation error = {current_error:.1e}")
print(f"fast pair: relative gauge difference = {gauge_error/largest:.1e}")
print(f"largest |rho| at K = 0: {rho_rest:.1e}")
for (w, W), val in coupling.items():
    print(f"model pair energy {w}, photon energy {W}: "
          f"coupling/g^2 = {val:.5f}")
print(f"positronium ground energy = {E_ps:.8f} hartree")
print(f"contact density = {density0:.7f} bohr^-3")
print(f"triplet |J|^2 = {J_squared:.6f}")
print(f"total pair momentum K = {K_size} a.u.")
print("triplet shifts in hartree: angle, Coulomb, transverse, full")
for deg in angles:
    r = table[deg]
    print(f"  {deg:2d} deg  {r[0]:.4e}  {r[1]:.4e}  {r[2]:.4e}")
print(f"full triplet shift = {full_shift:.5e} hartree")
print(f"full triplet shift = {full_shift*GHZ:.2f} GHz")
print(f"Coulomb part, mean over directions = {coulomb_mean:.5e} hartree")
print(f"Coulomb part, mean over directions = {coulomb_mean*GHZ:.2f} GHz")
print(f"instantaneous transverse part, 90 deg = {instant:.3f} hartree")
print(f"(omega/cK)^2 at this K = {retard_factor:.4e}")
print(f"packet width {width} bohr, separation {distance} bohr")
print(f"transfer/on-site full value, Coulomb only = {tail_coulomb:.4e}")
print(f"same from the dipole-tail formula = {tail_formula:.4e}")
print(f"same for the contact kernel = "
      f"{math.exp(-distance**2/(4*width**2)):.2e}")
print("all good")
```

Output:

```
speed of light c = 137.035999 a.u.
Fock-space check, largest sign-formula error = 1.4e-14
direct amplitude at q = 1 a.u.: -12.566203 a.u.
its relative loss against -4 pi/q^2 = 1.331e-05
(omega/cq)^2, electron scattered from rest to q=1: 1.331e-05
(omega/cK)^2, annihilation at K = 1 a.u.: 7.512e+04
fast pair: current conservation error = 6.3e-17
fast pair: relative gauge difference = 3.0e-16
largest |rho| at K = 0: 1.7e-17
model pair energy 2.0, photon energy 0.37: coupling/g^2 = 0.19155
model pair energy 0.3, photon energy 1.0: coupling/g^2 = -2.19779
positronium ground energy = -0.25000000 hartree
contact density = 0.0397888 bohr^-3
triplet |J|^2 = 2.000000
total pair momentum K = 0.1 a.u.
triplet shifts in hartree: angle, Coulomb, transverse, full
   0 deg  1.3313e-05  -0.0000e+00  1.3313e-05
  30 deg  9.9846e-06  3.3282e-06  1.3313e-05
  60 deg  3.3282e-06  9.9846e-06  1.3313e-05
  90 deg  4.9915e-38  1.3313e-05  1.3313e-05
full triplet shift = 1.33128e-05 hartree
full triplet shift = 87.59 GHz
Coulomb part, mean over directions = 4.43762e-06 hartree
Coulomb part, mean over directions = 29.20 GHz
instantaneous transverse part, 90 deg = -100.000 hartree
(omega/cK)^2 at this K = 7.5115e+06
packet width 1.0 bohr, separation 10.0 bohr
transfer/on-site full value, Coulomb only = -7.0898e-03
same from the dipole-tail formula = -7.0898e-03
same for the contact kernel = 1.39e-11
all good
```
